\section*{From the PAW Transformation to the Ultrasoft Overlap and Augmentation Charge}

\section{Operators under the PAW transformation}

An electron in a Gaussian well of depth 100 eV and width 0.5~\AA{} has an $s$ level at $-14.532$ eV ($-0.53404$ hartree). An ultrasoft calculation for the same well returns the same level, yet, with the smooth partial waves specified below, the squared norm of its smooth wave function is 0.467. More than half of the electron seems to be missing. The missing part is restored by the operator that replaces the identity when wave functions are transformed, and the same rule gives the missing density point by point.

\subsection{The transformation}

The algebra uses atomic units, and $K=-\tfrac12\nabla^2$. Consider first one atom with an augmentation sphere of radius $R$. All-electron partial waves $\psi_i$ solve the Schr\"odinger equation of the atom at chosen energies. Each has a smooth partner $\phi_i$ that coincides with it outside the sphere and joins it at $R$ with equal value and slope. The difference
\begin{equation}
\Delta_i=\psi_i-\phi_i
\label{delta}
\end{equation}
therefore vanishes outside the sphere, and its value and slope vanish at $R$. The projectors $\beta_i$ are zero outside the sphere and satisfy
\begin{equation}
\langle\beta_i|\phi_j\rangle=\delta_{ij}.
\label{dual}
\end{equation}
The transformation is
\begin{equation}
T=1+\sum_i|\Delta_i\rangle\langle\beta_i| .
\label{T}
\end{equation}

Let $f$ be a smooth wave function with projections $c_i=\langle\beta_i|f\rangle$. Inside the sphere, write
\begin{equation}
f=\sum_i c_i\phi_i+\rho ,\qquad \rho=(1-P)f,\qquad P=\sum_i|\phi_i\rangle\langle\beta_i| .
\label{split}
\end{equation}
Then (\ref{T}) gives, inside the sphere,
\begin{equation}
Tf=\sum_i c_i\phi_i+\rho+\sum_i c_i(\psi_i-\phi_i)=\sum_i c_i\psi_i+\rho ,
\label{Tf}
\end{equation}
and outside it $Tf=f$. The smooth waves are exchanged for all-electron waves with the same coefficients, and the residual $\rho$ passes through unchanged. I call $f$ \emph{in-span} if $\rho=0$ throughout the sphere. By (\ref{dual}), any $f$ that equals a combination of the $\phi_i$ there is in-span, with the coefficients of that combination as its $c_i$.

\subsection{The operator formula and its remainder}

A matrix element between all-electron functions $Tg$ and $Tf$ is $\langle g|T^\dagger AT|f\rangle$. Let $A$ be Hermitian. Inserting (\ref{T}) and its adjoint gives four terms:
\begin{align}
T^\dagger AT={}&A+\sum_i|\beta_i\rangle\langle\Delta_i|A+\sum_jA|\Delta_j\rangle\langle\beta_j|\nonumber\\
&+\sum_{ij}|\beta_i\rangle\langle\Delta_i|A|\Delta_j\rangle\langle\beta_j| .
\label{four}
\end{align}
The one-centre quantity wanted in the final formula is
\begin{equation}
a_{ij}=\langle\psi_i|A|\psi_j\rangle_R-\langle\phi_i|A|\phi_j\rangle_R ,
\label{a}
\end{equation}
where the subscript denotes integration over the sphere. This restriction matters because a partial wave at an arbitrary energy need not be normalizable over all space. Substituting $\psi_i=\phi_i+\Delta_i$ in the first term and cancelling $\langle\phi_i|A|\phi_j\rangle_R$ leaves
\begin{equation}
a_{ij}=\langle\Delta_i|A|\Delta_j\rangle+\langle\Delta_i|A|\phi_j\rangle+\langle\phi_i|A|\Delta_j\rangle .
\label{adelta}
\end{equation}

Define the PAW form of the operator by
\begin{equation}
A_{\rm PAW}=A+\sum_{ij}|\beta_i\rangle a_{ij}\langle\beta_j| .
\label{paw}
\end{equation}
Subtract (\ref{paw}), with (\ref{adelta}) inserted, from (\ref{four}). The terms $A$ and $\langle\Delta_i|A|\Delta_j\rangle$ cancel. What remains is
\begin{align}
T^\dagger AT-A_{\rm PAW}
={}&\sum_i|\beta_i\rangle\langle\Delta_i|A\Bigl(1-\sum_j|\phi_j\rangle\langle\beta_j|\Bigr)\nonumber\\
&+\Bigl(1-\sum_i|\beta_i\rangle\langle\phi_i|\Bigr)A\sum_j|\Delta_j\rangle\langle\beta_j| .
\end{align}
The second line is the adjoint of the first, so
\begin{equation}
T^\dagger AT=A_{\rm PAW}+X+X^\dagger,\qquad
X=\sum_i|\beta_i\rangle\langle\Delta_i|A(1-P).
\label{exact}
\end{equation}

\paragraph{When the remainder vanishes.} Let $A$ be local, in the sense that $Af$ in a region is determined by $f$ in that region. Potentials, derivatives and $|\mathbf r\rangle\langle\mathbf r|$ are of this kind. For an in-span $f$, $(1-P)f$ is zero inside the sphere, hence so is $A(1-P)f$. Since $\Delta_i$ is zero outside, $\langle\Delta_i|A(1-P)f\rangle=0$ and $Xf=0$. If $g$ is in-span too, $\langle g|X^\dagger|f\rangle=\langle Xg|f\rangle=0$, and therefore
\begin{equation}
\langle Tg|A|Tf\rangle=\langle g|A_{\rm PAW}|f\rangle\qquad(f,g\ \text{in-span}).
\label{main}
\end{equation}

For the kinetic operator the surface of the sphere needs attention. Moving $K$ from one factor to the other gives
\begin{equation}
\langle\phi_i|K\Delta_j\rangle_R-\langle K\phi_i|\Delta_j\rangle_R
=-\tfrac12\oint_R\bigl(\phi_i^*\,\partial_r\Delta_j-\Delta_j\,\partial_r\phi_i^*\bigr)\,dS=0,
\label{surface}
\end{equation}
because $\Delta_j$ and $\partial_r\Delta_j$ vanish at $R$. A mismatch in slope would spoil this step. For a nonlocal operator such as Fock exchange the argument also fails: $(1-P)f$ may be nonzero outside the sphere, and $A$ can carry it inside, where it meets $\Delta_i$.

\paragraph{Matrix elements, not operators.} Equation (\ref{main}) does not say that $T^\dagger AT$ and $A_{\rm PAW}$ produce the same function when applied to $f$. For an in-span $f$, (\ref{exact}) gives
\begin{equation}
(T^\dagger AT-A_{\rm PAW})f=X^\dagger f=(1-P^\dagger)A\sum_jc_j\Delta_j ,
\label{gap}
\end{equation}
which is in general nonzero, though orthogonal to every in-span function. In the example, with $A=1$ and $f=\phi_1$, this function has norm 0.336, while its overlaps with the two $\phi_i$ vanish to rounding error.

\paragraph{Several atoms.} Let the spheres not overlap, and let $i$ run over the waves of all atoms. For local $A$, $\langle\Delta_i|A|\Delta_j\rangle=0$ when $i$ and $j$ belong to different atoms, because the two functions occupy separate regions. The double sum in (\ref{four}) thus splits into one sum per atom. The steps above then apply atom by atom, with $P$ in (\ref{exact}) replaced by the $P_a$ of the atom concerned. The result is (\ref{paw}) with $i,j$ restricted to the same atom. Overlapping spheres would bring back the cross terms.

\subsection{The identity gives the ultrasoft overlap}

Set $A=1$ in (\ref{a}) and (\ref{paw}). The result is
\begin{equation}
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|,\qquad
q_{ij}=\langle\psi_i|\psi_j\rangle_R-\langle\phi_i|\phi_j\rangle_R .
\label{S}
\end{equation}
This is the ultrasoft overlap operator. By (\ref{main}), orthonormal all-electron functions $Tf_n$ correspond to in-span smooth functions obeying $\langle f_m|S|f_n\rangle=\delta_{mn}$. If the partial waves conserve all inner products in the sphere, $q_{ij}=0$ and $S=1$, which is the norm-conserving case.

The number in the opening paragraph can now be accounted for. The well is $V(r)=-V_0\,e^{-(r/w)^2}$ with $V_0=100$ eV and $w=0.5$~\AA. The sphere has $R=1.2$~\AA, and each $\psi_i$ is normalized to one within it. Inside the sphere, $r$ times the radial part of $\phi_i$ is a combination of $r$, $r^3$, $r^5$ and $r^7$ matched to $\psi_i$ through the third derivative at $R$, and the projectors are those of (\ref{chi}) with $V_{\rm loc}=V\,[1-(1-r^2/R^2)^3]$. The smooth norm depends on this choice: matching through the second derivative with three terms gives 0.340 in place of 0.467, and matching value and slope with two terms gives 0.209, while the level stays the same. The first reference energy is the bound level, so the bound state involves $\psi_1$ alone: the computed projections are $|c_1|=0.9813$ and $c_2=0$ to the printed accuracy. With $q_{11}=0.5531$,
\begin{equation}
\langle f|S|f\rangle=\langle f|f\rangle+|c_1|^2q_{11}
=0.4674+0.9813^2\times0.5531=1.000 .
\label{normnum}
\end{equation}
The factor $|c_1|^2=0.963$ is the share of the all-electron norm that lies inside the sphere.

The operator $T^\dagger T$ cannot have a negative expectation value, since $\langle f|T^\dagger T|f\rangle$ is the squared norm of $Tf$. The form (\ref{S}) carries no such guarantee outside the in-span functions. Here $q_{12}=-0.533$ and $q_{22}=0.448$, so $q_{11}q_{22}-q_{12}^2=-0.036$: the matrix $q$ has one negative eigenvalue, and $S$ can fall below one. That alone is no defect of (\ref{S}): for an in-span $f$ whose $c_i$ lie along that eigenvector, $\langle f|S|f\rangle$ equals the squared norm of $Tf$, so $T^\dagger T$ falls below one as well. What has to be checked is that $S$ stays positive. Its smallest eigenvalue in the basis used is 0.858, so it is still a valid metric there. This holds for the two-wave set; positivity has to be checked again whenever the partial waves or projectors are changed.

\subsection{The density operator gives the unpseudized $Q$}

The density of a state at $\mathbf r$ is the expectation value of $|\mathbf r\rangle\langle\mathbf r|$. For this operator, $\langle\psi_i|\mathbf r\rangle\langle\mathbf r|\psi_j\rangle=\psi_i^*(\mathbf r)\psi_j(\mathbf r)$, and likewise for the smooth waves. Equation (\ref{paw}) becomes
\begin{align}
n(\mathbf r)&=|f(\mathbf r)|^2+\sum_{ij}c_i^*\,Q_{ij}(\mathbf r)\,c_j ,
\label{n}\\
Q_{ij}(\mathbf r)&=\psi_i^*(\mathbf r)\psi_j(\mathbf r)-\phi_i^*(\mathbf r)\phi_j(\mathbf r).
\label{Q}
\end{align}
In a mean-field calculation, (\ref{n}) is summed over the occupied valence states. Outside the sphere $\psi_i=\phi_i$, so $Q_{ij}=0$. Integrating (\ref{Q}) over the sphere and comparing with (\ref{S}) gives
\begin{equation}
\int Q_{ij}(\mathbf r)\,d^3r=q_{ij},\qquad\text{hence}\qquad
\int n(\mathbf r)\,d^3r=\langle f|S|f\rangle .
\label{Qq}
\end{equation}
The overlap and the density therefore count the same charge.

The functions (\ref{Q}) are the ultrasoft augmentation functions before pseudization. They inherit the sharp structure of the $\psi_i$. Pseudization replaces $Q_{ij}$ inside the sphere by a smoother function with the same multipole moments. Preserving the integral leaves $q_{ij}$, and so $S$, unchanged. The density inside the sphere does change, and (\ref{n}) then no longer reproduces the all-electron density there.

For an $s$ state it is convenient to use $u(r)$, which is $r$ times the radial function, so that $u^2$ is the charge per unit radius. With the unpseudized $Q$, the bound state of the example gives the following radial densities, in \AA$^{-1}$:
\begin{center}
\begin{tabular}{ccccc}
$r$ (\AA) & smooth & augmentation & sum & all-electron\\
0.2 & 0.156 & 0.744 & 0.900 & 0.900\\
0.4 & 0.463 & 1.169 & 1.632 & 1.632\\
0.6 & 0.623 & 0.607 & 1.230 & 1.230\\
1.0 & 0.305 & 0.008 & 0.313 & 0.313
\end{tabular}
\end{center}
The last column comes from a separate diagonalization of the all-electron problem. The augmentation fades towards $R$, as it must when $\psi_1$ and $\phi_1$ join smoothly.

\subsection{The error of a finite set}

If $f$ is not in-span, (\ref{Tf}) gives the density of $Tf$ inside the sphere as
\begin{equation}
|Tf|^2=\Bigl|\sum_ic_i\psi_i\Bigr|^2+|\rho|^2+2\,{\rm Re}\,\rho^*\sum_ic_i\psi_i .
\label{d1}
\end{equation}
Using (\ref{split}) for $|f|^2$, the PAW density (\ref{n}) is
\begin{align}
n&=|f|^2+\Bigl|\sum_ic_i\psi_i\Bigr|^2-\Bigl|\sum_ic_i\phi_i\Bigr|^2\nonumber\\
&=\Bigl|\sum_ic_i\psi_i\Bigr|^2+|\rho|^2+2\,{\rm Re}\,\rho^*\sum_ic_i\phi_i .
\label{d2}
\end{align}
The difference is
\begin{equation}
|Tf|^2-n=2\,{\rm Re}\,\rho^*\sum_ic_i\Delta_i .
\label{err}
\end{equation}
For given $c_i$ it is linear in the residual. Its size is at most $2|\rho|\,\bigl|\sum_ic_i\Delta_i\bigr|$, so it vanishes wherever either factor does.

A normalized trial function with $u\propto r\,e^{-(r/s)^2}$, $s=2$~\AA, shows the size of this error. It is broader than the bound state and is not in-span. For this trial the projectors are combinations of the $\phi_i$ multiplied by the window $(1-r^2/R^2)^2$; the derivation requires no more of them than duality and confinement to the sphere. The absolute value of (\ref{err}), integrated over the sphere, is 0.024 electron with one partial wave, 0.0003 with two and 0.000004 with three. The corresponding kinetic remainder $\langle f|X+X^\dagger|f\rangle$ with $A=K$, which is the exact value minus the PAW value, is $-2.67$, $-0.015$ and $-0.0001$ eV, so here the PAW kinetic energy is too high by these amounts. The partial waves are added in the order of their reference energies: the bound level, then 10, 40 and 70 eV.

The norm added by $T$ itself changes along this sequence, from 0.183 with one wave to 0.055 with two, 0.030 with three and 0.012 with four. This is no contradiction. Each set defines a different $T$, and (\ref{err}) compares the PAW form with the $T$ of the same set. Agreement between the two does not show that $Tf$ has settled to a limit.

\subsection{Why the ultrasoft level agrees}

Equation (\ref{gap}) raises a question: if the operators differ even on in-span functions, how can the ultrasoft eigenvalue agree with the all-electron one? The answer lies in choosing the projectors to match the local potential used in the Hamiltonian.

Let $V$ be the all-electron potential and $V_{\rm loc}$ a smoother one that equals $V$ outside the sphere. With $W=V_{\rm loc}-V$, which is zero outside, the operator
\begin{equation}
W-\sum_{ij}|\beta_i\rangle\langle\phi_i|W|\phi_j\rangle\langle\beta_j|
\label{zero}
\end{equation}
has vanishing matrix elements between in-span functions, because there $\langle g|W|f\rangle$ equals its own expansion in the $\phi_i$. Adding (\ref{zero}) to the PAW form of $K+V$ therefore preserves (\ref{main}). The terms in $V$ combine with those in $W$, and the Hamiltonian becomes
\begin{align}
\tilde H&=K+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j| ,
\label{H}\\
D_{ij}&=\langle\psi_i|K+V|\psi_j\rangle_R-\langle\phi_i|K+V_{\rm loc}|\phi_j\rangle_R .
\label{D}
\end{align}

Let $\varepsilon_j$ be the energy of $\psi_j$, and define
\begin{equation}
\chi_j=(\varepsilon_j-K-V_{\rm loc})\phi_j,\quad
B_{ij}=\langle\phi_i|\chi_j\rangle,\quad
\beta_i=\sum_j(B^{-1})_{ji}\chi_j .
\label{chi}
\end{equation}
Outside the sphere $\phi_j=\psi_j$ and $V_{\rm loc}=V$, so $\chi_j=0$ and the projectors are confined as required. They are dual to the $\phi_j$, since
\begin{equation}
\langle\beta_i|\phi_j\rangle=\sum_k(B^{-1})^*_{ki}\langle\chi_k|\phi_j\rangle
=\sum_k(B^{-1})^*_{ki}B^*_{jk}=\delta_{ij}.
\end{equation}
The construction fails if $B$ is singular. Inverting the last relation in (\ref{chi}) gives $\chi_k=\sum_i\beta_iB_{ik}$.

In (\ref{D}), use $(K+V)\psi_j=\varepsilon_j\psi_j$ and $(K+V_{\rm loc})\phi_j=\varepsilon_j\phi_j-\chi_j$:
\begin{equation}
D_{ij}=\varepsilon_j\langle\psi_i|\psi_j\rangle_R-\varepsilon_j\langle\phi_i|\phi_j\rangle_R+\langle\phi_i|\chi_j\rangle
=\varepsilon_jq_{ij}+B_{ij}.
\label{DB}
\end{equation}
Now apply $\tilde H-\varepsilon_kS$ to $\phi_k$, with $\langle\beta_j|\phi_k\rangle=\delta_{jk}$:
\begin{align}
(\tilde H-\varepsilon_kS)\phi_k
&=(K+V_{\rm loc}-\varepsilon_k)\phi_k+\sum_i\beta_i(D_{ik}-\varepsilon_kq_{ik})\nonumber\\
&=-\chi_k+\sum_i\beta_iB_{ik}=0 .
\label{gep}
\end{align}
With these projectors, and with the term (\ref{zero}) included in $\tilde H$, the unwanted function of (\ref{gap}) has no counterpart in the eigenvalue equation at a reference energy. The projectors alone do not suffice when $V_{\rm loc}$ differs from $V$: they are built from $V_{\rm loc}$, so the Hamiltonian must contain it too. If $\varepsilon_k$ is also a level of the all-electron problem with the angular momentum of $\psi_k$, $\phi_k$ satisfies the boundary conditions and is an ultrasoft eigenfunction with that eigenvalue.

In the example the reference energies are the bound level and 10 eV. The numerical check tests the agreement of the bound level to within $10^{-5}$ eV, and it also tests the norm, the density and the remainder formulas. Equation (\ref{gep}) makes no such promise at other energies, nor in a molecule or solid, where the potential in the sphere differs from the one used to build the partial waves; the errors below belong to this single-channel model with a fixed potential. With the system enclosed in a box of radius 6~\AA, the ultrasoft levels near 1.4, 5.5 and 12.0 eV differ from the all-electron levels of the same box by $-0.2$, $-0.3$ and $-0.2$ meV. The level near 20.9 eV, farther from both references, differs by $-12$ meV.

\section*{Table of computed values}
\begin{verbatim}
well depth 100.0 eV, width 0.50 angstrom
sphere radius R 1.20 angstrom = 2.2677 bohr
box radius 6.0 angstrom, sine functions 150
hbar^2/(2 m_e) 3.809982 eV angstrom^2
reference energies -14.531842, 10.000000 eV
all-electron bound level -14.531842 eV = -0.534035 hartree
ultrasoft bound level -14.531842 eV
ultrasoft levels below it (count) 0
smallest eigenvalue of S 0.858226
q11 0.553093, q12 -0.532702, q22 0.448303 (dimensionless)
D11 -17.65675, D12 7.03010, D22 5.80006 eV
largest error of D = B + eps q: 4.4e-13 eV
projections c1 -0.981318, c2 0.000000 (dimensionless)
pseudo norm 0.467380, augmentation 0.532620
norm after applying T 1.000000
largest wave error 2.4e-07 angstrom^-1/2
largest density error 1.9e-07 angstrom^-1
radial densities in angstrom^-1:
r (angstrom), pseudo, augmentation, sum, all-electron
0.2  0.15570  0.74399  0.89969  0.89969
0.4  0.46285  1.16908  1.63192  1.63192
0.6  0.62330  0.60674  1.23004  1.23004
0.8  0.52304  0.13542  0.65847  0.65847
1.0  0.30542  0.00786  0.31328  0.31328
box states: all-electron eV, nearest ultrasoft eV, error meV
1.394117  1.393901  -0.216
5.475467  5.475169  -0.298
12.046036  12.045855  -0.181
20.939831  20.927650  -12.181
norm of (T^dagger T - S) phi_1: 0.336276 (dimensionless)
its largest overlap with phi_i: 4.5e-16
trial function r exp(-(r/s)^2), s = 2.0 angstrom, normalized
extra reference energies 40.0, 70.0 eV
waves, exact norm change, PAW norm change, kinetic remainder eV, integrated density misfit
1  0.182950  0.196495  -2.668562  0.024449
2  0.054959  0.055036  -0.015187  0.000312
3  0.030248  0.030249  -0.000117  0.000004
4  0.012193  0.012193  0.000000  0.000000
\end{verbatim}
